\section*{Range parameter of a dielectric-dependent hybrid from the Bechstedt model}

\section{Problem}

In a range-separated dielectric-dependent hybrid functional, the nonlocal exchange between two electrons a distance $r$ apart is evaluated with the interaction
\begin{equation}
W(r)=\frac{1}{\varepsilon_\infty r}+w\,\frac{\operatorname{erfc}(\mu r)}{r},
\qquad w=1-\frac{1}{\varepsilon_\infty},
\label{eq:W}
\end{equation}
instead of the bare $1/r$. The remaining part of exchange is left to a semilocal functional. Here $\varepsilon_\infty>1$ is the electronic dielectric constant of an insulator and $\mu$ is the range parameter. Hartree atomic units are used throughout.

The Bechstedt model describes static screening by valence electrons of mean density $n$:
\begin{equation}
\varepsilon(q)=1+\left[\frac{1}{\varepsilon_\infty-1}
+\alpha\frac{q^2}{q_{\rm TF}^2}+\frac{q^4}{4\omega_p^2}\right]^{-1},
\qquad \omega_p^2=4\pi n .
\label{eq:B}
\end{equation}
The number $\alpha=1.563$ is a fitted parameter of the model, and $q_{\rm TF}$ is the Thomas--Fermi wavevector of a uniform electron gas of density $n$. The model is isotropic and omits local fields and frequency dependence.

\begin{enumerate}
\item[(a)] Express $q_{\rm TF}$ through $n$, and check that the $q^4$ term gives the response of free electrons at large $q$.
\item[(b)] Find the inverse dielectric function that corresponds to $W(r)$.
\item[(c)] Determine $\mu$ by requiring that this function agree with $1/\varepsilon(q)$ through order $q^2$. What does this condition mean in real space?
\item[(d)] How well do the two functions agree beyond order $q^2$?
\item[(e)] Evaluate $\mu$ for silicon and magnesium oxide. Use the rough values $a=5.4$~\AA, $\varepsilon_\infty=12$ for silicon and $a=4.2$~\AA, $\varepsilon_\infty=3.0$ for magnesium oxide, where $a$ is the edge of the conventional cubic cell.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] For slow variations, the local Fermi energy plus the potential energy is constant. For large $q$, treat each electron as initially at rest and use first-order perturbation theory.
\item[(b)] Reduce the Fourier transform to a radial integral and integrate by parts, so that the derivative falls on the error function.
\item[(c)] Work with $1-1/\varepsilon(q)$, not with $\varepsilon(q)$. For the real-space meaning, subtract the long-range part $1/(\varepsilon_\infty r)$ and look at $q\to0$.
\item[(d)] Compare the reciprocals of the two screening functions. One of them is an exponential with a positive argument.
\item[(e)] Count the electrons in the filled valence bands. Both conventional cells contain eight atoms.
\end{enumerate}

\section{Solution}

\subsection{(a) The two electron-gas limits}

A uniform gas with two spin states per orbital has $n=k_F^3/(3\pi^2)$ and Fermi energy $E_F=k_F^2/2$. Therefore
\begin{equation}
\frac{dn}{dE_F}=\frac{dn/dk_F}{dE_F/dk_F}
=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2}.
\end{equation}
Let $v$ be the total potential energy of an electron, with slow spatial variation. Constancy of $E_F+v$ gives $\delta n=-(k_F/\pi^2)v$. The induced charge contributes $(4\pi/q^2)\delta n$ to $v$, so the external part is
\begin{equation}
v_{\rm ext}=v-\frac{4\pi}{q^2}\delta n
=v\left(1+\frac{4\pi}{q^2}\frac{k_F}{\pi^2}\right).
\end{equation}
The bracket is the dielectric function $1+q_{\rm TF}^2/q^2$, hence
\begin{equation}
q_{\rm TF}^2=\frac{4k_F}{\pi},\qquad k_F=(3\pi^2n)^{1/3}.
\label{eq:TF}
\end{equation}

For large $q$, consider an electron at rest in the potential $v\cos(\mathbf q\cdot\mathbf r)$. It is mixed with the plane waves $\pm\mathbf q$, whose energy is $q^2/2$, through matrix elements $v/2$. Its wavefunction is proportional to
\begin{equation}
1-\frac{v/2}{q^2/2}\left(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r}\right)
=1-\frac{2v}{q^2}\cos(\mathbf q\cdot\mathbf r).
\end{equation}
Squaring to first order in $v$ gives a density amplitude $\delta n=-4nv/q^2$. The same electrostatic step as above yields
\begin{equation}
\varepsilon(q)-1\to\frac{4\pi}{q^2}\,\frac{4n}{q^2}=\frac{16\pi n}{q^4}.
\end{equation}
In Eq.~(\ref{eq:B}) the $q^4$ term dominates the bracket at large $q$, so $\varepsilon-1\to4\omega_p^2/q^4=16\pi n/q^4$, as required.

\subsection{(b) The hybrid in reciprocal space}

The angular integration leaves
\begin{equation}
\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\frac{\operatorname{erfc}(\mu r)}{r}
=\frac{4\pi}{q}\int_0^\infty\operatorname{erfc}(\mu r)\sin(qr)\,dr .
\end{equation}
Since $d\operatorname{erfc}(\mu r)/dr=-(2\mu/\sqrt\pi)e^{-\mu^2r^2}$ and $\operatorname{erfc}(0)=1$, integration by parts gives
\begin{equation}
\int_0^\infty\operatorname{erfc}(\mu r)\sin(qr)\,dr
=\frac1q-\frac{2\mu}{q\sqrt\pi}\,I(q),\qquad
I(q)=\int_0^\infty e^{-\mu^2r^2}\cos(qr)\,dr .
\end{equation}
To find $I$, differentiate with respect to $q$ and integrate by parts once more:
\begin{equation}
I'(q)=-\int_0^\infty r e^{-\mu^2r^2}\sin(qr)\,dr=-\frac{q}{2\mu^2}I(q).
\end{equation}
With $I(0)=\sqrt\pi/(2\mu)$, the solution is $I(q)=\sqrt\pi\,e^{-q^2/4\mu^2}/(2\mu)$. The transform of $\operatorname{erfc}(\mu r)/r$ is therefore $(4\pi/q^2)(1-e^{-q^2/4\mu^2})$, and its limit $\mu\to0$ is the transform $4\pi/q^2$ of $1/r$. Adding the two parts of Eq.~(\ref{eq:W}) and using $1/\varepsilon_\infty+w=1$,
\begin{equation}
\widetilde W(q)=\frac{4\pi}{q^2}\,\frac{1}{\varepsilon_h(q)},\qquad
\frac{1}{\varepsilon_h(q)}=1-w\,e^{-q^2/4\mu^2}.
\label{eq:hyb}
\end{equation}
At $q=0$ this equals $1/\varepsilon_\infty$, and at large $q$ it tends to 1. Correspondingly, the exchange fraction $rW(r)$ falls from 1 at contact to $1/\varepsilon_\infty$ at large distance.

\subsection{(c) Matching}

Call the bracket in Eq.~(\ref{eq:B}) $D$. Then $\varepsilon=(D+1)/D$ and $1-1/\varepsilon=1/(D+1)$. The constant term of $D+1$ is
\begin{equation}
\frac{1}{\varepsilon_\infty-1}+1=\frac{\varepsilon_\infty}{\varepsilon_\infty-1}=\frac1w .
\end{equation}
Taking out this factor,
\begin{equation}
1-\frac{1}{\varepsilon(q)}=\frac{w}{1+x^2+t x^4},\qquad
x=\frac qk,\quad k^2=\frac{q_{\rm TF}^2}{\alpha w},\quad
t=\frac{w k^4}{4\omega_p^2}.
\label{eq:scaled}
\end{equation}
The small-$q$ expansions of the two screening functions are
\begin{align}
1-\frac1{\varepsilon(q)}&=w\left[1-\frac{q^2}{k^2}+O(q^4)\right],\\
1-\frac1{\varepsilon_h(q)}&=w\left[1-\frac{q^2}{4\mu^2}+O(q^4)\right].
\end{align}
The constant terms agree already. Equality of the $q^2$ terms requires $4\mu^2=k^2$, so
\begin{equation}
\mu=\frac k2=\frac{q_{\rm TF}}{2}
\sqrt{\frac{\varepsilon_\infty}{\alpha(\varepsilon_\infty-1)}} .
\label{eq:mu}
\end{equation}

For the real-space meaning, subtract $4\pi/(\varepsilon_\infty q^2)$ from each screened interaction. What remains is the short-range part, and its value at $q=0$ is its integral over all space. This integral is $4\pi w/k^2$ for the model and $\pi w/\mu^2$ for the hybrid. Condition (\ref{eq:mu}) makes them equal: the short-range interactions have the same integrated strength, though not the same shape.

Another criterion gives another prefactor. If the $q^4$ term is dropped, the model becomes
\begin{equation}
\frac{4\pi}{q^2}\left(1-\frac{w k^2}{k^2+q^2}\right)
=\frac{4\pi}{\varepsilon_\infty q^2}+\frac{4\pi w}{q^2+k^2},
\end{equation}
whose short-range part is the Yukawa interaction $w e^{-kr}/r$. An unweighted least-squares fit of $\operatorname{erfc}(\mu r)$ to $e^{-kr}$ over $r$ gives $\mu/k=0.60$ instead of $0.50$. A quoted relation between $\mu$ and $q_{\rm TF}$ is therefore complete only with its matching condition.

For $\varepsilon_\infty\to\infty$, Eq.~(\ref{eq:mu}) tends to $q_{\rm TF}/(2\sqrt\alpha)$. The factor $\sqrt\alpha$ remains because, in this limit, the fitted model has the Thomas--Fermi form $1+q_{\rm TF}^2/q^2$ at small $q$ only if $\alpha=1$. For $\varepsilon_\infty\to1$, $\mu$ diverges, but $w$ vanishes and $W$ becomes the bare interaction.

\subsection{(d) Beyond order $q^2$}

First write $t$ in terms of the density. Equation~(\ref{eq:TF}) gives $q_{\rm TF}^4=16k_F^2/\pi^2$, and $\omega_p^2=4\pi n=4k_F^3/(3\pi)$. Thus
\begin{equation}
t=\frac{q_{\rm TF}^4}{4\alpha^2w\,\omega_p^2}
=\frac{1}{4\alpha^2w}\,\frac{16k_F^2}{\pi^2}\,\frac{3\pi}{4k_F^3}
=\frac{3}{\pi\alpha^2 w\,k_F}.
\label{eq:t}
\end{equation}
With $\mu=k/2$ the hybrid screening function is $w e^{-x^2}$. Its reciprocal contains
\begin{equation}
e^{x^2}=1+x^2+\tfrac12x^4+\tfrac16x^6+\dots,
\end{equation}
to be compared with $1+x^2+tx^4$. The next order also agrees if $t=1/2$. Moreover, all terms of the exponential series are positive, so for $0<t\le1/2$ and $x>0$
\begin{equation}
e^{-x^2}<\frac{1}{1+x^2+tx^4}<\frac{1}{1+x^2}.
\label{eq:order}
\end{equation}
In this range of $t$ the hybrid screens less than the model at every nonzero $q$, and the $q^4$ term moves the model towards the hybrid.

\subsection{(e) Silicon and magnesium oxide}

The cubic cell of silicon holds eight atoms with four valence electrons each. That of magnesium oxide holds four formula units with eight electrons each in the filled O $2s$ and $2p$ bands. Both cells thus contain 32 valence electrons.

For silicon, $a=10.205$ bohr, and
\begin{align}
n&=\frac{32}{(10.205)^3}=0.0301\ \text{bohr}^{-3},\\
k_F&=(3\pi^2n)^{1/3}=0.962\ \text{bohr}^{-1},\\
q_{\rm TF}&=\sqrt{4k_F/\pi}=1.107\ \text{bohr}^{-1},\\
\mu&=\frac{1.107}{2}\sqrt{\frac{12}{1.563\times11}}
=0.46\ \text{bohr}^{-1}.
\end{align}
For magnesium oxide, $a=7.937$ bohr gives $n=0.0640$ bohr$^{-3}$, $k_F=1.237$ bohr$^{-1}$ and $q_{\rm TF}=1.255$ bohr$^{-1}$, so
\begin{equation}
\mu=\frac{1.255}{2}\sqrt{\frac{3.0}{1.563\times2.0}}
=0.61\ \text{bohr}^{-1}.
\end{equation}
In inverse \aa ngstr\"oms the results are 0.87 for silicon and 1.2 for magnesium oxide. The larger value for the oxide has two sources: $q_{\rm TF}$ is larger by a factor 1.13, and the square root by a factor 1.17.

The influence of the inputs follows from the logarithm of Eq.~(\ref{eq:mu}). At fixed electron count $q_{\rm TF}\propto n^{1/6}\propto a^{-1/2}$, while
\begin{equation}
\frac{\partial\ln\mu}{\partial\ln\varepsilon_\infty}
=\frac12-\frac{\varepsilon_\infty}{2(\varepsilon_\infty-1)}
=-\frac{1}{2(\varepsilon_\infty-1)} .
\end{equation}
This is $-0.045$ for silicon and $-0.25$ for magnesium oxide. For these two materials, a small relative error in $\varepsilon_\infty$ is reduced in $\mu$ by a factor of four or more, but it passes in full to the long-range exchange fraction $1/\varepsilon_\infty$.

Equation~(\ref{eq:t}) gives $t=0.44$ for silicon and $0.47$ for magnesium oxide, so the ordering (\ref{eq:order}) applies to both. The largest difference between $1/\varepsilon_h$ and $1/\varepsilon$ found on the wavevector grid is 0.07 for silicon and 0.05 for magnesium oxide. Without the $q^4$ term these differences would be 0.19 and 0.14. These numbers compare the hybrid with the model, not with the crystal. The model itself is only approximate at finite $q$. For silicon, a band-structure (RPA) dielectric function without local fields screens more strongly than Eq.~(\ref{eq:B}) near $q\sim1$ bohr$^{-1}$, and reproducing it between $q=0.3$ and $1.2$ bohr$^{-1}$ takes $\mu$ of roughly 0.5 to 0.6 bohr$^{-1}$. The values of $\mu$ found above therefore belong to the model and the long-wavelength condition, and are estimates for the real materials.

In real space, the exchange fraction $rW(r)$ at 1 bohr is 0.55 for silicon, against 0.52 from the full model. For magnesium oxide the values are 0.59 and 0.57. At the nearest-neighbour distance (4.4 bohr in silicon, 4.0 bohr in magnesium oxide) the hybrid fractions are 0.087 and 0.334, close to the long-range limits 0.083 and 0.333. The crossover thus takes place within one bond length. There a real crystal is far from uniform, so the local fields omitted by both descriptions may matter; their size is not estimated here. The numerical check checks the matching condition, the transforms and the electron-gas limits numerically.

\section{Variation 1: matching at zero separation}

\textit{Choose the range parameter, now called $\mu_0$, so that the hybrid and the full model give the same value of $W(r)-1/r$ at $r=0$.}

The inverse Fourier transform at $r=0$ is
\begin{equation}
\left[W-\frac1r\right]_{r=0}
=-\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}\left(1-\frac1\varepsilon\right)
=-\frac2\pi\int_0^\infty\left(1-\frac1\varepsilon\right)dq ,
\end{equation}
so the areas under the two screening functions must agree. The hybrid area is $w\sqrt\pi\,\mu_0$. The model area is $wkJ$ with $J=\int_0^\infty dx/(1+x^2+tx^4)$. Put $x=t^{-1/4}y$ and $b=t^{-1/2}$. The substitution $y\to1/y$ shows that the numerators 1 and $y^2$ give equal integrals, so their mean may be used:
\begin{equation}
J=\frac{t^{-1/4}}{2}\int_0^\infty\frac{1+y^2}{1+by^2+y^4}\,dy
=\frac{t^{-1/4}}{2}\int_{-\infty}^{\infty}\frac{du}{u^2+b+2}
=\frac{\pi}{2\sqrt{1+2\sqrt t}},
\end{equation}
where $u=y-1/y$. Hence
\begin{equation}
\mu_0=\frac{\sqrt\pi}{2}\,\frac{k}{\sqrt{1+2\sqrt t}} .
\end{equation}
With $k=0.925$ and $1.230$ bohr$^{-1}$ this gives $\mu_0=0.54$ bohr$^{-1}$ for silicon and $0.71$ bohr$^{-1}$ for magnesium oxide, about 16\% and 15\% above the long-wavelength values. The increase follows from Eq.~(\ref{eq:order}): at $\mu=k/2$ the hybrid area is too small. This spread is larger than the change in $\mu$ caused by an error of a few per cent in $a$ or $\varepsilon_\infty$.

\section{Variation 2: a different valence count}

\textit{A calculation for magnesium oxide treats the Mg $2s$ and $2p$ electrons explicitly. What happens to $\mu$ if they are included in $n$?}

Each of the four Mg atoms adds eight electrons, so the count rises from 32 to 64. At fixed $a$ and $\varepsilon_\infty$, $\mu\propto n^{1/6}$, and
\begin{equation}
\mu=2^{1/6}\times0.615=0.69\ \text{bohr}^{-1},
\end{equation}
an increase of 12\%. Nothing in the crystal has changed, so $n$ must be defined by a physical choice and not by the number of electrons that a pseudopotential leaves explicit. The model does not fix this choice, but the perturbation argument in (a) offers a rough guide. It was derived for large $q$; at $q=k$, which here nearly equals $k_F$, it overstates the response of the uniform gas by about half. For a free electron at rest the energy denominator is $q^2/2$. For a bound electron it cannot be smaller than the energy needed to reach an empty level. At $q=k$, the scale on which the screening function falls off, the free value is $(1.230)^2/2=0.76$ hartree. Electrons whose excitation energy is well above this respond less than free electrons on that scale. Exciting an Mg $2p$ or $2s$ electron costs roughly 2 or 3 hartree, which favours leaving them out of $n$. The O $2s$ electrons, at roughly 1 hartree, are a borderline case, and counting them in (e) is a convention.

\section*{Table of computed values}
\begin{verbatim}
Bechstedt alpha = 1.563 (dimensionless)
Yukawa radial-fit ratio mu/k = 0.597
Si: rough lattice constant = 5.4 angstrom
Si: rough eps_inf = 12.0 (dimensionless)
Si: valence electrons per cubic cell = 32
Si: lattice constant = 10.205 bohr
Si: valence density = 0.03011 bohr^-3
Si: k_F = 0.9625 bohr^-1
Si: q_TF = 1.1070 bohr^-1
Si: omega_p = 0.6152 hartree
Si: Yukawa k = 0.9248 bohr^-1
Si: matched mu = 0.4624 bohr^-1
Si: matched mu = 0.874 angstrom^-1
Si: long-range exchange fraction = 0.0833
Si: quartic coefficient t = 0.4430 (dimensionless)
Si: on-site matched mu_0 = 0.5368 bohr^-1
Si: max inverse-eps error, full = 0.0710
Si: max inverse-eps error, no q^4 = 0.1867
Si: d ln(mu)/d ln(eps_inf) = -0.0455
Si: d ln(mu)/d ln(a) = -0.5000
Si: r*W at 1 bohr, hybrid = 0.5537
Si: r*W at 1 bohr, full model = 0.5162
Si: neighbour distance = 4.419 bohr
Si: r*W at neighbour, hybrid = 0.0869
Si: r*W at neighbour, full model = 0.0911
MgO: rough lattice constant = 4.2 angstrom
MgO: rough eps_inf = 3.0 (dimensionless)
MgO: valence electrons per cubic cell = 32
MgO: lattice constant = 7.937 bohr
MgO: valence density = 0.06400 bohr^-3
MgO: k_F = 1.2375 bohr^-1
MgO: q_TF = 1.2552 bohr^-1
MgO: omega_p = 0.8968 hartree
MgO: Yukawa k = 1.2297 bohr^-1
MgO: matched mu = 0.6148 bohr^-1
MgO: matched mu = 1.162 angstrom^-1
MgO: long-range exchange fraction = 0.3333
MgO: quartic coefficient t = 0.4738 (dimensionless)
MgO: on-site matched mu_0 = 0.7069 bohr^-1
MgO: max inverse-eps error, full = 0.0485
MgO: max inverse-eps error, no q^4 = 0.1358
MgO: d ln(mu)/d ln(eps_inf) = -0.2500
MgO: d ln(mu)/d ln(a) = -0.5000
MgO: r*W at 1 bohr, hybrid = 0.5897
MgO: r*W at 1 bohr, full model = 0.5696
MgO: neighbour distance = 3.968 bohr
MgO: r*W at neighbour, hybrid = 0.3337
MgO: r*W at neighbour, full model = 0.3342
MgO: electrons with Mg 2s,2p = 64 per cell
MgO: mu with Mg 2s,2p = 0.6901 bohr^-1
\end{verbatim}
